**Additivity of truncated coupled-cluster energies: numerical tests**

For \(H=H_A+H_B\) and a separable reference determinant, coupled cluster truncated at excitation rank \(n\) has a root with \(T=T_A+T_B\) and \(E=E_A+E_B\), where \(T\) is the cluster operator and A and B are the fragments. The program solves the equations for two model fragments in their complete determinant space, starting the pair from random amplitudes that include mixed ones. It asserts additivity at ranks 1, 2 and 3, the vanishing cross commutators, the separation of \(\bar H=e^{-T}He^{T}\), the vanishing mixed residuals and the product form of the wavefunction. At rank 3 the pair energy agrees with full diagonalization. Rotations within the occupied and virtual spaces preserve the CCSD energy, as does mixing one occupied orbital of A with one virtual orbital of B, while mixing in both directions shifts it by \(-0.0012\) eV. The model CISD energy is not additive, but becomes so when all products of the fragment CISD spaces are included. For two CO\(_2\) molecules 1000 angstrom apart in the 6-31G basis, the CCSD correlation energy is additive to about \(10^{-7}\) eV, whereas CISD has an error of 1.51 eV.

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

## Verification by program

```python
# Result under test: for H = H_A + H_B and a separable reference determinant,
# coupled cluster truncated at excitation rank n gives E(AB) = E(A) + E(B),
# with T = T_A + T_B and every mixed or charge-transfer amplitude zero.
# Symbols: H Hamiltonian, T cluster operator, Hbar = exp(-T) H exp(T),
# h and g one- and two-electron integrals, g[p,q,r,s] = (pq|rs).
# Part 1: model fragments in a complete determinant space (energies in eV).
# Part 2: two distant CO2 molecules with RHF, CCSD and CISD.
from itertools import combinations
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, ci, lib

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BITS = np.array([bin(k).count("1") for k in range(4096)])
PARITY = 1 - 2 * (BITS % 2)


def show(label, value, unit="", fmt=".6f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


class Sector:
    """All determinants with the electron number of the reference."""

    def __init__(self, n_orbitals, reference):
        n_electrons = bin(reference).count("1")
        self.n_orbitals, self.reference = n_orbitals, reference
        self.dets = np.array([sum(1 << p for p in c) for c in
                              combinations(range(n_orbitals), n_electrons)])
        self.size = len(self.dets)
        self.position = np.full(4096, -1)
        self.position[self.dets] = np.arange(self.size)
        self.rank = BITS[self.dets & ~reference]
        self.ref = self.position[reference]

    def string(self, removed, added):
        """Matrix elements of annihilators followed by creators."""
        current = self.dets.copy()
        sign = np.ones(self.size)
        alive = np.ones(self.size, dtype=bool)
        for orbitals, needed in ((removed, 1), (added, 0)):
            for p in orbitals:
                alive &= ((current >> p) & 1) == needed
                sign *= PARITY[current & ((1 << p) - 1)]
                current ^= 1 << p
        return self.position[current[alive]], np.nonzero(alive)[0], sign[alive]

    def hop(self, p, q):
        rows, cols, sign = self.string([q], [p])
        return sp.csr_matrix((sign, (rows, cols)), shape=(self.size,) * 2)


def hamiltonian(sector, h, g, shift):
    n = len(h)
    hops = [[sector.hop(p + shift, q + shift) for q in range(n)]
            for p in range(n)]
    one_body = h - 0.5 * np.einsum("pqqs->ps", g)
    total = sp.csr_matrix((sector.size,) * 2)
    for p in range(n):
        for q in range(n):
            inner = one_body[p, q] * sp.identity(sector.size, format="csr")
            for r in range(n):
                for s in range(n):
                    inner = inner + 0.5 * g[p, q, r, s] * hops[r][s]
            total = total + hops[p][q] @ inner
    return total.tocsr()


def cluster_basis(sector, max_rank):
    """Excited determinants and a builder of the matrix T(amplitudes)."""
    excited = np.nonzero((sector.rank > 0) & (sector.rank <= max_rank))[0]
    parts = []
    for k, index in enumerate(excited):
        det, ref = int(sector.dets[index]), sector.reference
        orbitals = range(sector.n_orbitals)
        removed = [p for p in orbitals if ((ref & ~det) >> p) & 1]
        added = [p for p in orbitals if ((det & ~ref) >> p) & 1]
        rows, cols, sign = sector.string(removed, added)
        sign = sign * sign[cols == sector.ref][0]
        parts.append((rows, cols, sign, np.full(len(rows), k)))
    rows, cols, sign, label = (np.concatenate(x) for x in zip(*parts))

    def build(amplitudes):
        return sp.csr_matrix((sign * amplitudes[label], (rows, cols)),
                             shape=(sector.size,) * 2)
    return excited, build


def exp_apply(T, block):
    """exp(T) on vectors; the series ends, as at most 6 electrons move."""
    total, term = block.copy(), block
    for k in range(1, 7):
        term = (T @ term) / k
        total = total + term
    return total


def transformed(H, T, block):
    return exp_apply(-T, H @ exp_apply(T, block))


def solve_cc(sector, H, max_rank, noise=0.0, start=None):
    """Newton-type solution of all projected equations, none left out."""
    excited, build = cluster_basis(sector, max_rank)
    kept = np.concatenate(([sector.ref], excited))
    block = np.eye(sector.size)[:, kept]
    t = noise * np.random.default_rng(1).normal(size=len(excited))
    if start is not None:
        t = start.copy()
    for _ in range(60):
        M = transformed(H, build(t), block)[kept]
        energy, residual = M[0, 0], M[1:, 0]
        jacobian = M[1:, 1:] - energy * np.eye(len(excited))
        if np.abs(residual).max() < 1e-10:
            return energy, t, jacobian, excited, build
        t = t - np.linalg.solve(jacobian, residual)
    raise AssertionError("coupled-cluster equations did not converge")


def ci_energy(H, kept):
    return np.linalg.eigvalsh(H[kept][:, kept].toarray())[0]


# ---------------- Part 1: model fragments ----------------
LEVELS = np.array([-6.0, -5.0, -4.0, 4.0, 5.0, 6.0])  # eV
COUPLING, OFF_DIAGONAL, ANGLE, NOISE = 2.0, 0.3, 0.5, 0.01
rng = np.random.default_rng(7)


def random_fragment():
    g = rng.normal(0.0, COUPLING, (6, 6, 6, 6))
    g = g + g.transpose(1, 0, 2, 3)
    g = g + g.transpose(0, 1, 3, 2)
    g = (g + g.transpose(2, 3, 0, 1)) / 8
    x = rng.normal(0.0, OFF_DIAGONAL, (6, 6))
    fock = np.diag(LEVELS) + np.triu(x, 1) + np.triu(x, 1).T
    h = fock - sum(g[:, :, j, j] - g[:, j, j, :] for j in range(3))
    return h, g


integrals = [random_fragment(), random_fragment()]
single = Sector(6, 0b000111)
pair = Sector(12, 0b000111000111)
H_frag = [hamiltonian(single, h, g, 0) for h, g in integrals]
H_A, H_B = (hamiltonian(pair, h, g, 6 * k)
            for k, (h, g) in enumerate(integrals))
H = H_A + H_B
for (h, g), Hf in zip(integrals, H_frag):
    direct = sum(h[i, i] + 0.5 * sum(g[i, i, j, j] - g[i, j, j, i]
                 for j in range(3)) for i in range(3))
    assert abs(Hf[single.ref, single.ref] - direct) < 1e-10

print("MODEL: 3 electrons in 6 spin orbitals per fragment")
show("smallest level magnitude", np.abs(LEVELS).min(), "eV", ".1f")
show("largest level magnitude", np.abs(LEVELS).max(), "eV", ".1f")
show("random two-electron scale before symmetrizing", COUPLING, "eV", ".1f")
show("determinants of the pair", pair.size, "", "d")
solutions = {}
for n in (1, 2, 3):
    frags = [solve_cc(single, Hf, n) for Hf in H_frag]
    whole = solve_cc(pair, H, n, noise=NOISE)
    solutions[n] = frags, whole
    error = whole[0] - frags[0][0] - frags[1][0]
    assert abs(error) < 1e-8
    show(f"rank {n}: E(A)", frags[0][0], "eV")
    show(f"rank {n}: E(B)", frags[1][0], "eV")
    show(f"rank {n}: E(AB)", whole[0], "eV")
    show(f"rank {n}: E(AB)-E(A)-E(B)", error, "eV", ".1e")

exact_frag = [ci_energy(Hf, np.arange(single.size)) for Hf in H_frag]
exact_pair = ci_energy(H, np.arange(pair.size))
assert abs(exact_pair - sum(exact_frag)) < 1e-8
assert abs(solutions[3][1][0] - exact_pair) < 1e-8
assert abs(solutions[2][0][0][0] - exact_frag[0]) > 1e-6
assert abs(solutions[2][0][1][0] - exact_frag[1]) > 1e-6
show("full diagonalization E(AB)", exact_pair, "eV")

# Fragment CCSD amplitudes placed in the space of the pair.
frags, (E_pair, t_pair, J_pair, excited, build) = solutions[2]
slot = {int(index): k for k, index in enumerate(excited)}
places = []
for side in (0, 1):
    found = []
    for index in frags[side][3]:
        det = int(single.dets[index])
        joint = det | (7 << 6) if side == 0 else 7 | (det << 6)
        found.append(slot[int(pair.position[joint])])
    places.append(np.array(found))
t_A, t_B = np.zeros(len(excited)), np.zeros(len(excited))
t_A[places[0]], t_B[places[1]] = frags[0][1], frags[1][1]
mixed = np.ones(len(excited), dtype=bool)
mixed[np.concatenate(places)] = False
T_A, T_B = build(t_A), build(t_B)

cross_TT = abs(T_A @ T_B - T_B @ T_A).max()
cross_HT = max(abs(X @ Y - Y @ X).max() for X, Y in ((H_A, T_B), (H_B, T_A)))
transfer = np.zeros(len(excited))
transfer[slot[int(pair.position[(pair.reference ^ (1 << 2)) | (1 << 9)])]] = 1
X_ct = build(transfer)
ct_commutator = abs(H_A @ X_ct - X_ct @ H_A).max()
assert max(cross_TT, cross_HT) < 1e-11 and ct_commutator > 0.1

unit = np.eye(pair.size)
split = np.abs(transformed(H, T_A + T_B, unit) - transformed(H_A, T_A, unit)
               - transformed(H_B, T_B, unit)).max()
assert split < 1e-9
phi = unit[:, pair.ref]
residual = transformed(H, T_A + T_B, phi)[excited]
assert np.abs(residual).max() < 1e-8
trial = np.where(mixed, 0.0, rng.normal(0.0, 0.1, len(excited)))
trial_residual = transformed(H, build(trial), phi)[excited]
assert np.abs(trial_residual[mixed]).max() < 1e-10
assert np.abs(trial_residual[~mixed]).max() > 0.1
assert np.abs(t_pair - t_A - t_B).max() < 1e-8
smallest = np.abs(np.linalg.eigvals(J_pair)).min()
assert smallest > 0.1

joint_index = pair.position[single.dets[:, None] | (single.dets[None, :] << 6)]
psi_pair = exp_apply(build(t_pair), phi)
phi_single = np.eye(single.size)[:, single.ref]
psi = [exp_apply(f[4](f[1]), phi_single) for f in frags]
product_error = np.abs(psi_pair[joint_index] - np.outer(*psi)).max()
outside = np.ones(pair.size, dtype=bool)
outside[joint_index.ravel()] = False
assert product_error < 1e-8 and np.abs(psi_pair[outside]).max() < 1e-8

show("CCSD equations, local", int((~mixed).sum()), "", "d")
show("CCSD equations, mixed or charge transfer", int(mixed.sum()), "", "d")
show("largest element of [T_A,T_B]", cross_TT, "", ".1e")
show("largest element of [H_A,T_B] and [H_B,T_A]", cross_HT, "eV", ".1e")
show("[H_A, charge-transfer operator], largest", ct_commutator, "eV", ".3f")
show("largest element of Hbar-Hbar_A-Hbar_B", split, "eV", ".1e")
show("largest residual of T_A+T_B", np.abs(residual).max(), "eV", ".1e")
show("unconverged additive T: mixed residual",
     np.abs(trial_residual[mixed]).max(), "eV", ".1e")
show("unconverged additive T: local residual",
     np.abs(trial_residual[~mixed]).max(), "eV", ".3f")
show("largest local amplitude", np.abs(t_pair[~mixed]).max(), "", ".4f")
show("largest mixed amplitude", np.abs(t_pair[mixed]).max(), "", ".1e")
show("smallest Jacobian eigenvalue modulus", smallest, "eV", ".3f")
show("error of product wavefunction", product_error, "", ".1e")


def rotation(p, q):
    K = pair.hop(p, q) - pair.hop(q, p)
    return (sp.identity(pair.size, format="csr") + np.sin(ANGLE) * K
            + (1 - np.cos(ANGLE)) * (K @ K))


def rotated_error(U):
    """CCSD additivity error with rotated orbitals, on the same root.

    The start is the cluster analysis, up to doubles, of the additive
    wavefunction written in the rotated orbitals."""
    c = U.T @ psi_pair
    c = (c / c[pair.ref])[excited]
    is_single = pair.rank[excited] == 1
    singles = np.where(is_single, c, 0.0)
    disconnected = exp_apply(build(singles), phi)[excited]
    start = np.where(is_single, c, c - disconnected)
    energy = solve_cc(pair, (U.T @ H @ U).tocsr(), 2, start=start)[0]
    return energy - frags[0][0] - frags[1][0]


# Spin orbitals 0-2 and 6-8 are occupied, 3-5 and 9-11 virtual (A, then B).
error_safe = rotated_error(rotation(2, 8) @ rotation(3, 9))
error_one_way = rotated_error(rotation(2, 9))
error_two_way = rotated_error(rotation(2, 9) @ rotation(8, 3))
show("orbital rotation angle", ANGLE, "rad", ".1f")
show("CCSD error, occ-occ and virt-virt mixing", error_safe, "eV", ".1e")
show("CCSD error, occ A with virt B only", error_one_way, "eV", ".1e")
show("CCSD error, occ-virt mixing both ways", error_two_way, "eV", ".3e")
assert abs(error_safe) < 1e-8
assert abs(error_one_way) < 1e-8
assert 1e-6 < abs(error_two_way) < 0.5

low = np.nonzero(single.rank <= 2)[0]
cisd_sum = sum(ci_energy(Hf, low) for Hf in H_frag)
cisd_error = ci_energy(H, np.nonzero(pair.rank <= 2)[0]) - cisd_sum
product_ci = ci_energy(H, joint_index[np.ix_(low, low)].ravel()) - cisd_sum
assert cisd_error > 1e-4 and abs(product_ci) < 1e-8
show("model CISD additivity error", cisd_error, "eV")
show("same with all fragment products", product_ci, "eV", ".1e")

# ---------------- Part 2: two CO2 molecules ----------------
BOND_A, BOND_B, DISTANCE = 1.20, 1.30, 1000.0  # angstrom


def co2(bond, height):
    return [("C", (0.0, 0.0, height)), ("O", (bond, 0.0, height)),
            ("O", (-bond, 0.0, height))]


def molecular_energies(atoms, frozen):
    mol = gto.M(atom=atoms, basis="6-31g", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-9, 1e-7, 100
    mf.kernel()
    ccsd = cc.CCSD(mf, frozen=frozen)
    ccsd.conv_tol, ccsd.conv_tol_normt, ccsd.max_cycle = 1e-9, 1e-6, 100
    ccsd.kernel()
    cisd = ci.CISD(mf, frozen=frozen)
    cisd.conv_tol, cisd.max_cycle = 1e-9, 100
    cisd.kernel()
    assert mf.converged and ccsd.converged and np.all(cisd.converged)
    values = np.array([mf.e_tot, ccsd.e_corr, cisd.e_corr]) * HARTREE_EV
    return values, mf, ccsd


E_A = molecular_energies(co2(BOND_A, 0.0), 3)[0]
E_B = molecular_energies(co2(BOND_B, 0.0), 3)[0]
E_AB, mf, ccsd = molecular_energies(co2(BOND_A, 0.0) + co2(BOND_B, DISTANCE), 6)
errors = E_AB - E_A - E_B
# Tolerance set by the iterative convergence thresholds.
assert abs(errors[0]) < 1e-4 and abs(errors[1]) < 1e-4
assert errors[2] > 0.1

C, S = mf.mo_coeff, mf.get_ovlp()
half = C.shape[0] // 2
weight = np.einsum("pi,pi->i", C[:half], (S @ C)[:half])
assert np.abs(weight * (1 - weight)).max() < 1e-6
on_A = (weight > 0.5).astype(int)
n_occ = mf.mol.nelectron // 2
o, v = on_A[6:n_occ], on_A[n_occ:]
count = (o[:, None, None, None] + o[None, :, None, None]
         + v[None, None, :, None] + v[None, None, None, :])
mixed_t2 = (count > 0) & (count < 4)
mixed_t1 = o[:, None] != v[None, :]
largest_mixed = max(np.abs(ccsd.t2[mixed_t2]).max(),
                    np.abs(ccsd.t1[mixed_t1]).max())
largest_local = np.abs(ccsd.t2[~mixed_t2]).max()
assert largest_mixed < 1e-5 < largest_local

print("CO2 PAIR: 6-31G, frozen 1s cores")
show("C-O length in A", BOND_A, "angstrom", ".2f")
show("C-O length in B", BOND_B, "angstrom", ".2f")
show("separation", DISTANCE, "angstrom", ".0f")
for k, name in enumerate(("RHF total", "CCSD correlation", "CISD correlation")):
    show(f"{name} A", E_A[k], "eV", ".5f")
    show(f"{name} B", E_B[k], "eV", ".5f")
    show(f"{name} AB", E_AB[k], "eV", ".5f")
show("RHF additivity error", errors[0], "eV", ".1e")
show("CCSD correlation additivity error", errors[1], "eV", ".1e")
show("CISD correlation additivity error", errors[2], "eV", ".5f")
show("  the same CISD error", errors[2] / HARTREE_EV, "hartree", ".6f")
show("largest local doubles amplitude", largest_local, "", ".4f")
show("largest mixed amplitude", largest_mixed, "", ".1e")
print("success")
```

It prints:

```
MODEL: 3 electrons in 6 spin orbitals per fragment
smallest level magnitude: 4.0 eV
largest level magnitude: 6.0 eV
random two-electron scale before symmetrizing: 2.0 eV
determinants of the pair: 924
rank 1: E(A): -18.249985 eV
rank 1: E(B): -14.942050 eV
rank 1: E(AB): -33.192034 eV
rank 1: E(AB)-E(A)-E(B): 2.9e-12 eV
rank 2: E(A): -18.907711 eV
rank 2: E(B): -15.666819 eV
rank 2: E(AB): -34.574530 eV
rank 2: E(AB)-E(A)-E(B): 3.1e-12 eV
rank 3: E(A): -18.907488 eV
rank 3: E(B): -15.667107 eV
rank 3: E(AB): -34.574596 eV
rank 3: E(AB)-E(A)-E(B): 1.2e-14 eV
full diagonalization E(AB): -34.574596 eV
CCSD equations, local: 36
CCSD equations, mixed or charge transfer: 225
largest element of [T_A,T_B]: 0.0e+00
largest element of [H_A,T_B] and [H_B,T_A]: 0.0e+00 eV
[H_A, charge-transfer operator], largest: 7.010 eV
largest element of Hbar-Hbar_A-Hbar_B: 8.0e-15 eV
largest residual of T_A+T_B: 2.0e-11 eV
unconverged additive T: mixed residual: 2.2e-16 eV
unconverged additive T: local residual: 5.227 eV
largest local amplitude: 0.1859
largest mixed amplitude: 2.1e-17
smallest Jacobian eigenvalue modulus: 2.879 eV
error of product wavefunction: 2.2e-12
orbital rotation angle: 0.5 rad
CCSD error, occ-occ and virt-virt mixing: 3.1e-12 eV
CCSD error, occ A with virt B only: 3.1e-12 eV
CCSD error, occ-virt mixing both ways: -1.224e-03 eV
model CISD additivity error: 0.109733 eV
same with all fragment products: 5.7e-14 eV
CO2 PAIR: 6-31G, frozen 1s cores
C-O length in A: 1.20 angstrom
C-O length in B: 1.30 angstrom
separation: 1000 angstrom
RHF total A: -5102.38013 eV
RHF total B: -5100.90806 eV
RHF total AB: -10203.28819 eV
CCSD correlation A: -9.38137 eV
CCSD correlation B: -10.03347 eV
CCSD correlation AB: -19.41484 eV
CISD correlation A: -8.53060 eV
CISD correlation B: -9.01200 eV
CISD correlation AB: -16.03220 eV
RHF additivity error: 2.3e-11 eV
CCSD correlation additivity error: -8.3e-08 eV
CISD correlation additivity error: 1.51040 eV
  the same CISD error: 0.055506 hartree
largest local doubles amplitude: 0.0770
largest mixed amplitude: 1.3e-10
success
```
